# The fill-path theorem for sparse factorization, with a ring and a ladder

## 1. From a four-site ring to the theorem

Before a sparse Hamiltonian is factorized, somebody has to decide in which order its sites or orbitals are numbered. The physics does not depend on that choice, but the memory and the arithmetic can. Entries that are zero in the matrix can become nonzero in its triangular factor, and for some graphs, such as the star and the ladder below, a poor numbering creates many more of them than a good one. The decision can be made before any number is computed if the positions of these new entries, called fill, can be read from the graph of the matrix.

The matrix in view is

\[
A=H-z ,
\]

where \(H\) is a real symmetric hopping matrix in an orthonormal basis and \(z\) is a real or complex energy. Its inverse gives the Green's function \(G(z)=(z-H)^{-1}=-A^{-1}\). In the models below, apart from one reversed bond in the flux example, each bond has hopping \(-t\) with \(t>0\), and energies are measured in units of \(t\), so a bond contributes \(-1\) to \(A\).

### Four sites

Number the sites of a ring 1, 2, 3, 4 in order around it. Every diagonal entry of \(A\) is \(a\), the four bonds are \(-1\), and the two opposite pairs, \((3,1)\) and \((4,2)\), have zero entries. We seek \(A=LDL^{T}\) with \(L\) lower triangular, \(L_{ii}=1\), and \(D\) diagonal.

The first column of this equation reads \(A_{i1}=L_{i1}D_1\), because \(L_{11}=1\) and the rest of the first row of \(L\) vanishes. Thus \(D_1=a\), \(L_{21}=L_{41}=-1/a\) and \(L_{31}=0\). What the first column contributes to the remaining entries is \(L_{i1}D_1L_{j1}=A_{i1}A_{j1}/A_{11}\). The matrix still to be factorized is therefore

\[
A'_{ij}=A_{ij}-\frac{A_{i1}A_{j1}}{A_{11}},\qquad i,j\ge 2 .
\]

For the opposite pair \((4,2)\) this gives

\[
A'_{42}=0-\frac{(-1)(-1)}{a}=-\frac1a ,\qquad
A'_{22}=a-\frac1a .
\]

The second column of the factor then has

\[
L_{42}=\frac{A'_{42}}{A'_{22}}=\frac{-1/a}{a-1/a}=-\frac{1}{a^2-1}.
\]

The two opposite pairs are equivalent in the ring, yet \(L_{31}=0\) and \(L_{42}\ne0\). The difference lies in the numbering. Sites 4 and 2 are joined through site 1, which was eliminated before both. Sites 3 and 1 are joined through site 2 or site 4, and neither had been eliminated when column 1 was formed. For large \(a\), \(L_{42}\approx-1/a^2\), a second-order amplitude for the two hops 4–1–2.

### Definitions and a block formula

Let \(A\) now be any symmetric \(n\times n\) matrix, real or complex. Symmetric means \(A=A^T\), with no complex conjugation. Assume that all leading principal minors, the determinants of the upper left \(j\times j\) blocks, are nonzero. Elimination then runs without exchanging rows and gives a unique factorization \(A=LDL^T\). For \(A=H-z\) with \(\operatorname{Im}z\neq0\) the assumption holds, because every leading block of \(H\) is real symmetric and has real eigenvalues. It also holds for real \(z\) below the spectrum, where \(A\) and all its leading blocks are positive definite. At a real energy inside the spectrum a leading minor can vanish. Close to such an energy, with \(\operatorname{Im}z\) small, the factorization exists but a pivot is small and entries of \(L\) are large, so that rounding errors can grow even when \(A\) itself is well conditioned. The statements below concern exact arithmetic.

Draw one vertex for each index and an edge between \(i\) and \(j\neq i\) when \(A_{ij}\neq0\). For \(i>j\), a fill path is a path from \(i\) to \(j\) whose interior vertices all have numbers below \(j\). They are then below both ends. A direct edge has no interior vertex and counts as a fill path.

To find \(L_{ij}\) without following the elimination entry by entry, let \(K=\{1,\dots,j-1\}\) and let \(R\) hold the remaining indices, the first of which is \(j\). Written in blocks, \(A=LDL^T\) says

\[
A_{KK}=L_{KK}D_KL_{KK}^T,\qquad
A_{RK}=L_{RK}D_KL_{KK}^T,
\]
\[
A_{RR}=L_{RK}D_KL_{RK}^T+L_{RR}D_RL_{RR}^T .
\]

The second equation gives \(L_{RK}=A_{RK}L_{KK}^{-T}D_K^{-1}\). Put this into the first term of the third equation and use \(A_{RK}^T=A_{KR}\):

\[
L_{RK}D_KL_{RK}^T
=A_{RK}L_{KK}^{-T}D_K^{-1}L_{KK}^{-1}A_{KR}
=A_{RK}A_{KK}^{-1}A_{KR}.
\]

The last step is the inverse of the first block equation. Hence

\[
L_{RR}D_RL_{RR}^T=A_{RR}-A_{RK}A_{KK}^{-1}A_{KR}.
\]

Take the entry in row \(i\) and column \(j\). On the left it is \(\sum_{k\ge j}L_{ik}D_kL_{jk}\). Since \(L_{jk}=0\) for \(k>j\) and \(L_{jj}=1\), one term survives:

\[
L_{ij}D_j=S_{ij},\qquad
S_{ij}=A_{ij}-A_{iK}A_{KK}^{-1}A_{Kj}.
\tag{1}
\]

For \(i=j\) the same formula gives \(D_j=S_{jj}\). Physically, the second term is the coupling between \(i\) and \(j\) mediated by the sites already eliminated. For \(j=1\) the set \(K\) is empty and (1) reduces to \(L_{i1}D_1=A_{i1}\), as in the ring.

### Without a fill path the entry is zero

Keep only the vertices in \(K\) and the edges among them. This graph falls into connected components \(C\). With the vertices of each component grouped together, \(A_{KK}\) is block diagonal, and so is its inverse. Each block is invertible, since the product of their determinants is \(\det A_{KK}\neq0\). Therefore

\[
S_{ij}=A_{ij}-\sum_C A_{iC}(A_{CC})^{-1}A_{Cj}.
\]

If \(S_{ij}\neq0\), either \(A_{ij}\neq0\), which is a direct edge, or some component has a nonzero term. In the second case there are vertices \(p,q\) in \(C\) with \(A_{ip}\neq0\) and \(A_{qj}\neq0\). The component is connected, so \(p\) and \(q\) are joined inside it, and the whole connection from \(i\) to \(j\) has its interior in \(K\). It is a fill path. The first half of the theorem follows, with no condition on signs or sizes:

\[
\text{no fill path between } i \text{ and } j \quad\Longrightarrow\quad L_{ij}=0 .
\]

A star shows how much the numbering can matter. Let one centre be joined to \(n-1\) leaves. With the centre numbered last, two leaves could be joined only through a higher-numbered vertex, so there is no fill. With the centre numbered first, every pair of leaves has a fill path through it, and up to \((n-1)(n-2)/2\) new entries appear. The graph is the same in both cases.

### With a fill path: hoppings of one sign

The converse needs care, because several contributions to (1) may cancel. There is an important class in which they cannot. Let \(A\) be real and positive definite, with \(A_{ij}\le0\) for all \(i\neq j\). This covers \(H-E\) when the hoppings are nonpositive and \(E\) lies below the spectrum.

The block \(A_{KK}\) is also positive definite. Choose \(s\) larger than its largest eigenvalue and define \(B=s-A_{KK}\). The off-diagonal entries of \(B\) are \(-A_{pq}\ge0\). Its diagonal entries are positive, because a diagonal entry of a symmetric matrix cannot exceed the largest eigenvalue. The eigenvalues of \(B\) lie strictly between 0 and \(s\), so the geometric series converges:

\[
A_{KK}^{-1}=(s-B)^{-1}=\sum_{m=0}^{\infty}\frac{B^m}{s^{m+1}} .
\]

Equation (1) becomes

\[
S_{ij}=A_{ij}-\sum_{m=0}^{\infty}\sum_{p,q\in K}
\frac{A_{ip}(B^m)_{pq}A_{qj}}{s^{m+1}} .
\tag{2}
\]

Both \(A_{ip}\) and \(A_{qj}\) are nonpositive, so their product is nonnegative, and \((B^m)_{pq}\ge0\). Every contribution to \(S_{ij}\) is thus zero or negative. A direct edge makes the first term negative. A fill path with \(\ell\ge1\) interior vertices makes the term \(m=\ell-1\) negative, because \((B^{\ell-1})_{pq}\) contains the product of the positive entries along that path. The pivot \(D_j\) is a ratio of successive leading minors and is positive. In this class, then,

\[
L_{ij}<0 \ \text{ with a fill path},\qquad L_{ij}=0\ \text{ without one}.
\]

The four-site ring agrees: for \(a>2\) its matrix is positive definite and \(L_{42}=-1/(a^2-1)\) is negative.

### Generic entries and fixed hoppings

For other matrices, keep the graph fixed and let the diagonal entries and the edge entries vary freely. The inverse of \(A_{KK}\) is its adjugate divided by its determinant, so

\[
P_{ij}=\det(A_{KK})\,S_{ij}
\]

is a polynomial in those entries. If a fill path exists, \(P_{ij}\) is not the zero polynomial. To see this, set every diagonal entry to \(n\) and every edge entry to \(-1\). A row has at most \(n-1\) edge entries, so the matrix is strictly diagonally dominant and positive definite, and the preceding result gives \(S_{ij}<0\). The zeros of a polynomial that does not vanish identically form a set of measure zero, and there are finitely many pairs \((i,j)\). Apart from a set of measure zero, the nonzero entries of \(L\) are therefore those with a fill path.

Now keep the hoppings fixed and let \(z\) vary, as when \(G(z)\) is wanted at several energies. Suppose the hoppings are nonpositive and the site energies arbitrary. For large \(|z|\),

\[
(H_{KK}-z)^{-1}=-\sum_{m=0}^{\infty}\frac{H_{KK}^m}{z^{m+1}},
\]

and (1) gives

\[
S_{ij}(z)=H_{ij}+\sum_{m=0}^{\infty}\frac{H_{iK}H_{KK}^mH_{Kj}}{z^{m+1}} .
\]

With a direct edge, \(S_{ij}\to H_{ij}\neq0\). Without one, let the shortest fill paths have \(\ell\) interior vertices. The first nonzero term has \(m=\ell-1\). A site energy does not move the walker, so it cannot enter a walk of this minimal length. Each such walk is a product of \(\ell+1\) hoppings with sign \((-1)^{\ell+1}\), and the products add. Since \(S_{ij}\) is a rational function of \(z\) that is not identically zero, it vanishes for at most finitely many \(z\).

### Two ways to cancel

The first exception is interference. Join vertices 1 and 2 each to vertices 3 and 4, forming a square, with \(H_{31}=H_{41}=H_{32}=-1\) and \(H_{42}=+1\). The product of the four hoppings around the square is \(-1\), the phase produced by half a flux quantum. With site energies \(\varepsilon_i\), (1) gives

\[
S_{43}=-\left[\frac{H_{41}H_{13}}{\varepsilon_1-z}
+\frac{H_{42}H_{23}}{\varepsilon_2-z}\right]
=-\frac1{\varepsilon_1-z}+\frac1{\varepsilon_2-z}.
\]

Two fill paths join 4 and 3. If \(\varepsilon_1=\varepsilon_2\), their amplitudes cancel at every \(z\) for which the factorization exists. With all site energies zero, the levels of the square are \(\pm\sqrt2\), so \(A\) is positive definite at \(z=-3\), and still \(L_{43}=0\). Positive definiteness alone is not enough; the sign condition is needed as well. Raising site 2 by one unit at \(z=-3\) removes the cancellation:

\[
S_{43}=-\frac13+\frac14=-\frac1{12},\quad
D_3=3-\frac13-\frac14=\frac{29}{12},\quad
L_{43}=-\frac1{29}\approx-0.034 .
\]

The second exception occurs at an isolated energy. Take a triangle with all hoppings \(-1\) and site energies \(0,1,1\). Then

\[
S_{32}=-1-\frac{(-1)(-1)}{0-z}=-1+\frac1z ,
\]

which vanishes at \(z=1\): the direct edge cancels the path through vertex 1. The pivot \(D_2=1-z+1/z\) equals 1 there, so the factorization has not broken down. The levels of this triangle are \(\pm\sqrt2\) and 2, so \(z=1\) lies between levels. Below the spectrum, where the sign argument applies, no such cancellation can happen.

## 2. The ring, the ladder and the selected inverse

The symbols carried over are these. \(A=LDL^T\) is symmetric, with unit lower triangular \(L\) and pivots \(D_j\), and energies are in units of the hopping strength \(t\). A fill path between \(i>j\) has all its interior vertices below \(j\). With \(K=\{1,\dots,j-1\}\), (1) reads \(L_{ij}D_j=S_{ij}=A_{ij}-A_{iK}A_{KK}^{-1}A_{Kj}\). No fill path means \(L_{ij}=0\). A fill path means \(L_{ij}\neq0\) for generic entries, and without exception for positive definite \(A\) with nonpositive off-diagonal entries.

### The same pattern from elimination on the graph

A program can find the pattern by eliminating vertices from the graph in numerical order. When vertex \(k\) is eliminated, all its remaining neighbours are joined to one another. This follows from the update

\[
A'_{ij}=A_{ij}-\frac{A_{ik}A_{jk}}{A_{kk}},
\]

in which \(A\) denotes the matrix current at that stage. Let \(F\) be the set of all original and added edges. The graph rule ignores cancellations, so \(F\) should be the fill-path pattern. Two inductions show that it is.

First, an edge of \(F\) implies a fill path. An original edge is one. Suppose the edge between \(i>j\) was added by eliminating \(k<j\). Then \((i,k)\) and \((j,k)\) were already in \(F\). By induction on the lower index, both pairs have fill paths with interiors below \(k\). Joined at \(k\), they form a walk from \(i\) to \(j\) with interior vertices at most \(k\), hence below \(j\). Cutting out any repeated loops leaves a fill path.

Conversely, a fill path implies an edge of \(F\). A path with no interior vertex is an original edge. Otherwise let \(k\) be its highest interior vertex. The pieces from \(i\) to \(k\) and from \(k\) to \(j\) are fill paths with fewer interior vertices. By induction \((i,k)\) and \((j,k)\) are in \(F\), and eliminating \(k\) joins \(i\) to \(j\).

### A ring of any length

Eliminate a vertex from a cycle of \(m\ge4\) vertices. Its two neighbours are not adjacent, so one edge is added, and a cycle of \(m-1\) vertices remains. When \(m=3\), the two neighbours are already joined and nothing is added. Starting from \(N\) sites, the number of added edges is

\[
\text{fill(ring)}=N-3 .
\]

The argument never used which vertex was taken, so every numbering of a ring gives the same fill. Together with the \(N\) original edges there are \(2N-3\) entries below the diagonal. For \(N=4\) this is the single fill entry found at the start.

The positions do depend on the numbering. In order around the ring, the fill lies in the last row, at \((N,j)\) for \(2\le j\le N-2\), because \(N,1,2,\dots,j\) is a fill path. If the six sites are instead numbered \(1,4,2,5,3,6\) around the ring, eliminating 1, 2 and 3 joins 4, 5 and 6 in pairs. Again there are three fill entries, now in one small triangle.

Natural order also permits a closed form for the sizes. Let the site energies be zero and \(E=-2\cosh\kappa\) with \(\kappa>0\), so that the diagonal of \(A\) is \(a=2\cosh\kappa\). The lowest level of the ring is \(-2\), hence \(A\) is positive definite. For \(j\le N-1\) the leading block is that of an open chain. Expanding its determinant \(P_j\) along the last row gives

\[
P_j=aP_{j-1}-P_{j-2},\qquad P_0=1,\quad P_1=a .
\]

The solution is

\[
P_j=\frac{\sinh((j+1)\kappa)}{\sinh\kappa},
\]

since \(\sinh((j+1)\kappa)+\sinh((j-1)\kappa)=2\cosh\kappa\,\sinh(j\kappa)\), and the starting values agree. The pivots are \(D_j=P_j/P_{j-1}\).

For \(2\le j\le N-2\), site \(N\) touches \(K\) at vertex 1 and site \(j\) touches it at vertex \(j-1\). Both couplings are \(-1\), so \(S_{Nj}=-(A_{KK}^{-1})_{1,j-1}\). In a chain of \(m=j-1\) sites, the minor for this corner entry is the determinant of a triangular matrix with \(m-1\) diagonal entries \(-1\), that is \((-1)^{m-1}\). The cofactor sign is \((-1)^{m+1}\). Their product is \(+1\), and the corner entry of the inverse is \(1/P_{j-1}\). Dividing by the pivot,

\[
L_{Nj}=-\frac{1}{P_{j-1}}\frac{P_{j-1}}{P_j}
=-\frac1{P_j}
=-\frac{\sinh\kappa}{\sinh((j+1)\kappa)} .
\tag{3}
\]

For \(j=1\) the direct edge gives \(-1/a=-1/P_1\), the same formula. For \(j=N-1\) a direct edge is added to the long path:

\[
L_{N,N-1}=\frac{-1-1/P_{N-2}}{P_{N-1}/P_{N-2}}
=-\frac{P_{N-2}+1}{P_{N-1}} .
\]

Take \(N=6\) and \(E=-2.5\). Then \(a=2.5\), \(e^\kappa=2\), and the recursion gives \(P_1,\dots,P_5=2.5,\ 5.25,\ 10.625,\ 21.3125,\ 42.65625\). The last row of \(L\) is

\[
\begin{aligned}
L_{61}&=-0.4000, & L_{62}&=-0.1905, & L_{63}&=-0.0941,\\
L_{64}&=-0.0469, & L_{65}&=-0.5231 .
\end{aligned}
\]

The middle three are fill. They fall by nearly a factor \(e^{-\kappa}=1/2\) per site, as (3) requires once \(e^{-2(j+1)\kappa}\) is small. The last entry is large because it contains a direct edge. Far below the band, (3) becomes \(-a^{-j}\), the amplitude for \(j\) hops. At the band edge, \(\kappa\to0\), it tends to \(-1/(j+1)\), and the exponential decay is lost.

### A ladder numbered in two ways

A ladder has two legs of \(M\) sites joined by \(M\) rungs. It has \(2(M-1)\) leg edges and \(M\) rung edges, in total \(3M-2\).

First number it rung by rung, with sites \(2r-1\) and \(2r\) on rung \(r\). Suppose all earlier rungs have been eliminated and have left no new edge among the remaining sites. This holds for \(r=1\). Eliminating \(2r-1\) joins \(2r\) to \(2r+1\), a new diagonal. Eliminating \(2r\) then joins \(2r+1\) to \(2r+2\), but these already form the next rung. The assumption is restored for \(r+1\). The last rung adds nothing, so the fill is \(M-1\).

No numbering does better. Consider any of the \(M-1\) elementary squares and the first of its four corners to be eliminated. Its two neighbours in the square are still present and become joined by a diagonal, which is not an original edge. Diagonals of different squares are different pairs. Every numbering therefore has at least \(M-1\) fill entries, and rung-by-rung order attains this minimum.

Now number leg by leg, with sites \(1,\dots,M\) on the first leg and \(M+1,\dots,2M\) on the second, so that \(M+s\) sits across from \(s\). The fill-path rule gives three cases.

- Two first-leg sites \(i>a\) have no fill path unless they are neighbours. If \(i>a+1\), every neighbour of \(i\) has a number above \(a\), so the path cannot start.
- For \(M+s\) and \(a\le M\), the interior must lie on the first leg below \(a\), and \(M+s\) can enter that leg only at \(s\). If \(s<a\), the path \(M+s,s,s+1,\dots,a\) qualifies. If \(s=a\), the pair is a rung. If \(s>a\), there is no fill path. This gives \(M(M-1)/2\) fill entries.
- Two second-leg sites are joined through the first leg, all of which is lower-numbered. All \(M(M-1)/2\) pairs occur, of which \(M-1\) are original edges, leaving \((M-1)(M-2)/2\) fill entries.

The sum is

\[
\frac{M(M-1)}2+\frac{(M-1)(M-2)}2=(M-1)^2 .
\]

For \(M=2\) both orders give one fill entry, as they must, since this ladder is a four-site ring. For \(M=3\), rung order fills \((3,2)\) and \((5,4)\), while leg order fills \((4,2)\), \((4,3)\), \((5,3)\) and \((6,4)\).

The values for \(M=3\) in leg order can be worked out at \(E=-3.5\). No site has more than three neighbours, so no level lies below \(-3\), and \(A\) is positive definite. With \(a=3.5\), the chain determinants are \(P_1=3.5\), \(P_2=11.25\) and \(P_3=35.875\). The first two fill entries run along the first leg from its end, as in the ring:

\[
L_{42}=-\frac1{P_2}=-0.0889,\qquad
L_{43}=-\frac1{P_3}=-0.0279 .
\]

Site 5 enters at site 2, next to site 3. The inverse of the two-site chain has diagonal entry \(P_1/P_2\), so

\[
L_{53}=-\frac{P_1/P_2}{P_3/P_2}=-\frac{P_1}{P_3}=-0.0976 .
\]

The last pair uses the whole first leg. From (1), \(S_{64}=-1/P_3\) and \(D_4=a-P_2/P_3=3.186\), so \(L_{64}=-0.0087\). All four are negative, as the sign argument requires.

### What the numbering costs

If column \(j\) has \(c_j\) nonzero entries below the diagonal, eliminating it updates \(c_j(c_j+1)/2\) entries of the remaining lower triangle, diagonal included. In rung order \(c_j=2\) for the first \(2M-2\) columns, and the last rung has \(c_j=1,0\). The number of updates is

\[
3(2M-2)+1=6M-5 .
\]

In leg order, column \(a<M\) contains \(a+1\) and \(M+1,\dots,M+a\), so \(c_a=a+1\). Column \(M\) has \(c_M=M\), and column \(M+s\) has \(M-s\). Therefore

\[
\begin{aligned}
\text{updates}
&=\sum_{c=2}^{M}\frac{c(c+1)}2+\frac{M(M+1)}2
+\sum_{c=0}^{M-1}\frac{c(c+1)}2\\
&=\left[\frac{M(M+1)(M+2)}6-1\right]+\frac{M(M+1)}2
+\frac{(M-1)M(M+1)}6\\
&=\frac{M(M+1)(M+2)}3-1 .
\end{aligned}
\]

The last two terms of the second line add to \(M(M+1)(M+2)/6\), which gives the third line. At \(M=2\) both counts equal 7. At \(M=10\), rung order has 9 fill entries, 37 entries below the diagonal and 55 updates; leg order has 81, 109 and 439. For this ladder the work grows linearly with length in one order and cubically in the other.

Leg order is not the worst possible. Symbolic elimination over all 40,320 numberings of the four-rung ladder gives fills from 3 to 11, while leg order gives 9.

The theorem counts nonzero entries, not large ones. In the ten-rung ladder in leg order at \(E=-3.5\), sites 11 and 10 are joined through the entire first leg. The series (2), summed numerically, gives \(L_{11,10}D_{10}\approx-2.7\times10^{-5}\,t\). Discarding such entries may be a useful approximation, but its error must be controlled separately.

### Which entries of the inverse can be had cheaply

The local density of states needs only the diagonal of \(Z=A^{-1}\). So does the trace of \(HZ\), because \((H-z)Z=1\) gives \(HZ=1+zZ\). To resolve that trace into contributions \(H_{ij}Z_{ji}\) of single bonds, one also needs the entries of \(Z\) on the bonds, where \(H\) is nonzero. Multiply \(ZLDL^T=1\) from the right by \(L^{-T}D^{-1}\):

\[
ZL=L^{-T}D^{-1}.
\]

The right side is upper triangular with diagonal entries \(1/D_j\). Let \(C\) be the set of rows \(i>j\) with a fill path to \(j\). The entries of column \(j\) on and below the diagonal give

\[
Z_{Cj}=-Z_{CC}L_{Cj},\qquad
Z_{jj}=\frac1{D_j}-L_{Cj}^TZ_{Cj},
\tag{4}
\]

where the second equation uses \(Z=Z^T\). Columns are processed from \(j=n\) down to 1. The block \(Z_{CC}\) involves indices above \(j\), and every pair in it belongs to the fill-path pattern, because eliminating \(j\) joins all members of \(C\). The recursion thus never asks for an off-diagonal entry outside that pattern.

Two sites with diagonal \(a\) and coupling \(-1\) give a test by hand. Here \(L_{21}=-1/a\), \(D_1=a\) and \(D_2=(a^2-1)/a\). Equation (4) yields \(Z_{22}=a/(a^2-1)\), then \(Z_{21}=1/(a^2-1)\), and

\[
Z_{11}=\frac1a+\frac1{a(a^2-1)}=\frac a{a^2-1},
\]

which equals \(Z_{22}\), as the symmetry of the pair demands.

The pattern in (4) should be the one read from the graph, even when an entry of \(L\) happens to vanish. If \(L_{ik}=0\) by cancellation, \(Z_{ik}=-\sum_{l>k}Z_{il}L_{lk}\) can still receive contributions from other \(l\), and an earlier column may need it.

For the ten-rung ladder in rung order, (4) computes \(37+20=57\) distinct entries of \(Z\), out of \(20\cdot21/2=210\) in the full symmetric inverse. At \(z=0.5+0.2i\), the numerical recursion gives at site 9, on the fifth rung,

\[
G_{99}=-Z_{99}=(0.0915-0.5389\,i)/t .
\]

The local density of states, broadened by a Lorentzian of half-width \(0.2t\), is \(-\operatorname{Im}G_{99}/\pi=0.172/t\). It belongs to this finite, noninteracting model. Within the model and in exact arithmetic, restricting the calculation to 57 entries discards nothing: (4) is an identity, and the numbering decides how many entries it has to visit. In floating point the pivots must also stay away from zero. At \(z=i\eta\) the first pivot of this ladder is \(-i\eta\) and entries of \(L\) grow as \(1/\eta\), although the condition number of \(A\) stays near 17; at \(\eta=10^{-8}\) the local density of states from (4) in double precision is wrong by tens of per cent at some sites. At such energies a larger broadening or pivoting is needed, and pivoting changes the order of elimination and with it the fill pattern.
